# The spherical nucleation barrier and its divergence near equilibrium between silicides, part 2

A nucleus of silicide β forms inside another silicide, α. We ask how large the barrier is near the temperature $T_0$ at which the two are in equilibrium. Energies are in eV, lengths in nm and temperatures $T$ in K.

The interface is sharp, with energy $\gamma$ per area, independent of direction and nucleus size. For two silicides of the same composition, the free energy released per volume is
$$\Delta g=\frac{\mu_\alpha-\mu_\beta}{v},$$
where $\mu$ is a bulk free energy and $v$ the volume, both per formula unit, with $v$ the same in both phases. Thus $\Delta g>0$ means that β is stable. Without strain, the work of forming a sphere of radius $r$ is
$$W(r)=4\pi\gamma r^2-\frac{4\pi}{3}\Delta g\,r^3 .$$
For $\Delta g>0$ its maximum gives the critical radius and barrier
$$r^*=\frac{2\gamma}{\Delta g},\qquad W^*=\frac{16\pi\gamma^3}{3\Delta g^2}.$$
Dimensions alone fix these powers if no other length enters.

With $s$ the entropy per formula unit, define at $T_0$
$$\Delta s=\frac{s_\beta-s_\alpha}{v}.$$
We take $\Delta s>0$, so β is stable above $T_0$. For a small positive overshoot $\delta=T-T_0$, $\Delta g\approx\Delta s\,\delta$ and
$$W^*\approx\frac{K}{\delta^2},\qquad K=\frac{16\pi\gamma^3}{3\Delta s^2}.$$

For another shape of fixed proportions and linear size $r$, the interfacial cost is $Br^2$ and the volume $Vr^3$. The barrier is then
$$\frac{4B^3}{27V^2\Delta g^2}.$$
A spheroid of aspect $\kappa$ has semi-axes $r$, $r$ and $\kappa r$.

A lens on a flat grain boundary in α, of energy $\gamma_0$ per area, has contact angle $\theta$ with $\cos\theta=\gamma_0/(2\gamma)$. Its barrier is that of the sphere times
$$f(\theta)=\frac{(2+\cos\theta)(1-\cos\theta)^2}{2}.$$

The numerical example uses the model values $\gamma=0.300$ eV/nm² (0.0481 J/m²) and $v=0.040$ nm³.

### A thermal model with two polymorphs

To obtain numbers, let each silicide have nine independent harmonic oscillators per formula unit, three for each atom of a disilicide. The quantum is $\varepsilon_\alpha=38$ meV in α and $\varepsilon_\beta=34$ meV in β, and the static energy of β is higher by $U=0.080$ eV. These are model values, not those of a named compound. One oscillator with levels $(m+\tfrac12)\varepsilon$ has the partition function

$$Z=\sum_{m=0}^\infty e^{-(m+1/2)\varepsilon/kT}
=\frac{e^{-\varepsilon/2kT}}{1-e^{-\varepsilon/kT}}=\frac{1}{2\sinh(\varepsilon/2kT)},$$

where $k$ is Boltzmann's constant. Its free energy is $-kT\ln Z$. Hence

$$v\Delta g=-U+9kT\ln\frac{\sinh(\varepsilon_\alpha/2kT)}{\sinh(\varepsilon_\beta/2kT)} .$$

At the temperatures of interest $\varepsilon/kT$ is about one half. From $\sinh y=y(1+y^2/6+\dots)$ with $y=\varepsilon/2kT$,

$$v\Delta g\approx-U+9kT\left[\ln\frac{\varepsilon_\alpha}{\varepsilon_\beta}+\frac{\varepsilon_\alpha^2-\varepsilon_\beta^2}{24k^2T^2}\right].$$

The softer oscillators of β give it more accessible levels, and hence more entropy. This gain grows with $T$ until it repays the static energy $U$. Without the small second term, the entropy difference would be $9k\ln(38/34)\approx1.00\,k$ per formula unit.

Solving $\Delta g=0$ numerically with the full expression gives $T_0=911.5$ K. The level populations at that temperature give an entropy difference of $0.984\,k$ per formula unit. It lies slightly below $1.00\,k$ because differentiation of the second term with respect to $T$ gives a negative contribution. Division by $v=0.040$ nm³ gives

$$\Delta s=0.002119\ \text{eV nm}^{-3}\,\text{K}^{-1}.$$

With $\gamma=0.300$ eV/nm² the coefficient of the divergence is

$$K=\frac{16\pi(0.300)^3}{3(0.002119)^2}\ \text{eV K}^2=1.007\times10^5\ \text{eV K}^2 .$$

At an overshoot of 100 K the leading law predicts $1.007\times10^5/100^2=10.07$ eV. The full driving force, 0.2123 eV/nm³, gives 10.04 eV. The table uses the full driving force throughout.

| $\delta$ (K) | $\Delta g$ (eV/nm³) | $r^*$ (nm) | $W^*$ (eV) | $W^*/kT$ |
|---:|---:|---:|---:|---:|
| 10 | 0.0212 | 28.3 | 1007 | 12680 |
| 25 | 0.0530 | 11.3 | 161 | 1995 |
| 50 | 0.1061 | 5.66 | 40.2 | 485 |
| 100 | 0.2123 | 2.83 | 10.0 | 115 |
| 150 | 0.3187 | 1.88 | 4.45 | 48.7 |
| 200 | 0.4252 | 1.41 | 2.50 | 26.1 |

Halving the overshoot from 100 K to 50 K doubles the radius and multiplies the barrier by four, to the accuracy of the linear law. The small departure from that law has a definite sign: the entropy difference in this model rises with temperature, so $\Delta g$ grows slightly faster than $\delta$. The local power $d\ln W^*/d\ln\delta$ at 100 K is accordingly $-2.003$, close to $-2$.

### From a barrier to a temperature of onset

A fluctuation that needs reversible work $W^*$ has a probability proportional to $e^{-W^*/kT}$. Atoms must also cross the interface, which brings in a mobility with an activation energy $Q$. The nucleation rate per volume is then written

$$J=J_0\exp\left(-\frac{W^*+Q}{kT}\right),$$

where $J_0$ varies slowly compared with the exponential. Near $T_0$ the decisive factor is $\exp[-K/(kT_0\delta^2)]$. It vanishes faster than any power of $\delta$: with $u=1/\delta^2$, the product of this factor and $\delta^{-n}$ is $u^{n/2}e^{-Ku/kT_0}$, which tends to zero as $u\to\infty$ for every fixed $n$. A little overshoot therefore produces practically no nuclei. At 50 K the factor $e^{-W^*/kT}$ is about $10^{-211}$, at 100 K about $10^{-50}$, and at 150 K about $10^{-21}$.

Nuclei become likely when the expected number in the sample volume during the anneal reaches one. If the product of $J_0e^{-Q/kT}$, volume and time is $e^b$, the condition is $W^*/kT=b$. The quantity $b$ is the logarithm of this product. It varies with temperature through $Q/kT$, but is treated here as constant. At leading order $W^*=K/\delta^2$ and $T\approx T_0$, so

$$\delta_{\rm on}\approx\sqrt{\frac{K}{b\,kT_0}}
=\left(\frac{16\pi\gamma^3}{3\Delta s^2\,b\,kT_0}\right)^{1/2}.$$

The overshoot scales as $\gamma^{3/2}/\Delta s$. Two silicides with nearly equal entropies can therefore require a large overshoot even when their interface is cheap.

For the chosen value $b=60$ the estimate is 146 K. Solving the full condition numerically gives 136 K, an onset at 1048 K. Most of the difference comes from replacing $T$ by $T_0$ in the thermal energy. Restoring it multiplies the estimate by $\sqrt{911.5/1047.6}=0.933$, which already gives 136 K. This modest overshoot rests on the low model value $\gamma=0.048$ J/m², which suits a well-matched interface. With $\gamma=0.10$ or $0.20$ J/m² the same condition gives about 370 or 880 K, so a poorly matched nucleus in this model would in practice need a boundary or another favourable site.

The onset is sharp. Differentiating $\ln(W^*/kT)\approx\ln K-2\ln\delta-\ln kT$ gives

$$\frac{d}{dT}\left(\frac{W^*}{kT}\right)\approx-b\left(\frac{2}{\delta}+\frac1T\right)
=-60\left(\frac{2}{136}+\frac{1}{1048}\right)\text{K}^{-1}\approx-0.94\ \text{K}^{-1}.$$

One more kelvin raises the barrier factor by about $e^{0.94}\approx2.6$. A boundary in α with $\cos\theta=0.50$ multiplies the barrier by $f=0.3125$. The leading estimate of the overshoot then falls by $\sqrt{0.3125}=0.56$, from 146 K to about 82 K. Boundaries therefore supply the first nuclei in this model if they offer enough sites, but they do not bring the onset to $T_0$.

### When a silicide forms by reaction

Competing silicides can differ in composition. For a metal M, consider

$$\text{MSi}+\text{Si}\longrightarrow\text{MSi}_2 .$$

The free energy released per volume of product is now

$$\Delta g=\frac{\mu_{\rm MSi}+\mu_{\rm Si}-\mu_{\rm MSi_2}}{v_{\rm MSi_2}} .$$

It vanishes where the disilicide is in equilibrium with the monosilicide and silicon together. If the product has more entropy than the two reactants combined, the reaction is favoured above that temperature, and $\Delta g$ again starts linearly.

The reactants must both reach the nucleus, so it forms naturally at their contact. It has one interface with MSi, another with Si, and it removes some of the original contact. The prefactor of the free sphere then no longer applies. For a shape of fixed proportions, however, the net interfacial cost is still $Br^2$ and the bulk gain $V\Delta g\,r^3$. The barrier is $4B^3/(27V^2\Delta g^2)$, and it diverges as $\delta^{-2}$ provided that $B$ stays positive for the best shape. This assumes that any volume change of the reaction is accommodated without strain.

The same formula shows why a silicide reaction with a large driving force may need no such overshoot. A driving force ten times larger at equal $B$ and $V$ gives a barrier one hundred times smaller. Nucleation may then be easy, leaving the supply of atoms to limit the growth of the layer.

### Strain moves the divergence

A nucleus that does not fit its surroundings strains them. Linear elasticity in a large parent contains no length of its own, so at fixed shape and misfit the elastic energy is proportional to the volume of the nucleus. Call it $e$ per volume. The work becomes

$$W=4\pi\gamma r^2-\frac{4\pi}{3}(\Delta g-e)r^3 .$$

This is the earlier expression with $\Delta g$ replaced by $\Delta g-e$. The barrier of the sphere now diverges where $\Delta g=e$, which for small $e$ lies at

$$T\approx T_0+\frac{e}{\Delta s}.$$

For $e=0.050$ eV/nm³ the shift is $0.050/0.002119=23.6$ K. This is a small misfit: for an isotropic dilatation with a shear modulus of 100 GPa and Poisson ratio 0.25 it corresponds to about 0.5% in length. Since $e$ grows as the square of the misfit, an unrelaxed volume change of 3% or 6% would shift the divergence by about 100 or 400 K. Between $T_0$ and this temperature β is the stable bulk phase, yet a strained sphere of it has no critical size. For a pure dilatation in an isotropic medium with the same moduli in both phases, $e$ is the same for every spheroid. In other cases it depends on the shape: if the misfit is a shear parallel to the faces of a flat nucleus, flattening lowers the elastic energy per volume, and such a nucleus has a finite barrier in this interval. For a thin spheroid of aspect $\kappa$, $e\approx c_1\kappa$ with a constant $c_1$, the area at unit radius tends to $2\pi$ and $V\propto\kappa$, so the barrier is proportional to $1/[\kappa^2(\Delta g-c_1\kappa)^2]$. This is least at $\kappa=\Delta g/2c_1$, and the lowest barrier then diverges at $T_0$ itself, as $\delta^{-4}$. For the sphere at $\delta=50$ K the net driving force is $0.1061-0.050=0.0561$ eV/nm³, and the barrier rises by $(0.1061/0.0561)^2\approx3.6$, from 40 eV to about 144 eV. If strain is relieved as the nucleus grows, for example by dislocations, $e$ is no longer constant and this result does not apply.

### A thin film changes the power

Near $T_0$ the critical sphere outgrows a thin silicide film. Suppose that the film has thickness $h$ and that its top and bottom faces have the same energy whether they touch α or β. A β region through the whole film can then be a cylinder of radius $r$, whose side wall is the one interface that costs energy:

$$W=2\pi\gamma hr-\pi h\Delta g\,r^2 .$$

The derivative $2\pi h(\gamma-\Delta g\,r)$ vanishes at $r=\gamma/\Delta g$, and substitution gives

$$W_{\rm film}=\frac{2\pi\gamma^2h}{\Delta g}-\frac{\pi\gamma^2h}{\Delta g}=\frac{\pi\gamma^2h}{\Delta g}.$$

The barrier still diverges, but as $\delta^{-1}$. The dimensional argument allows this because $h$ is a third quantity, so a function of $h\Delta g/\gamma$ may multiply $\gamma^3/\Delta g^2$. In this limit that function is linear.

The alternative is a hemisphere on one face. It has half the area and half the volume of a sphere with the same radius, and so half its barrier. The cylinder is cheaper when $\pi\gamma^2h/\Delta g<8\pi\gamma^3/(3\Delta g^2)$, that is when $h<8\gamma/(3\Delta g)=4r^*/3$. At $\delta=10$ K this limit is $4(28.3)/3=38$ nm. The comparison requires that the critical hemisphere, of radius $r^*$, fits into the film, so it applies for $h>r^*$. A film of 20 nm is thinner than $r^*=28.3$ nm and cannot hold the critical hemisphere at all. Its cylinder has radius 14.2 nm and barrier 267 eV, which is still thousands of times $kT$.

If the parent is small in every direction, the radius cannot grow beyond it. The divergence is then cut off by the size of the parent, and the barrier must be found from the interfaces that can fit inside.

### Where the spherical formula is most reliable

Far above $T_0$ the critical nucleus becomes small, and a sharp interface with constant $\gamma$ is a poorer description. Suppose that curvature changes the interfacial energy to $\gamma(1-2\ell/r)$, with a short length $\ell$. The work changes by $-8\pi\gamma\ell r$. To first order in $\ell$ the maximum changes by this amount at the old $r^*$, because the slope of the old curve is zero there. Relative to $W^*=4\pi\gamma r^{*2}/3$ the change is

$$\frac{-8\pi\gamma\ell r^*}{4\pi\gamma r^{*2}/3}=-\frac{6\ell}{r^*}.$$

For an assumed $\ell=0.1$ nm this is $-21\%$ at $\delta=100$ K, but $-2\%$ at 10 K. In a large, unstrained parent, the approach to equilibrium thus reduces the relative error of the capillary barrier while it makes nucleation less likely. The absolute error, $6\ell W^*/r^*$, still grows as $1/\delta$. Close to $T_0$ the main corrections come from strain and from the finite size of the parent, since these compete with a driving force that tends to zero.

All numerical values are calculated from the stated model.
